# How far intervalley phonons steepen the electron mobility exponent of silicon

## The problem

In lightly doped silicon the electrons occupy six equivalent ellipsoidal valleys. Acoustic phonons scatter them within a valley. A g process takes an electron to the opposite valley on the same axis, so it has \(Z=1\) final valley; an f process takes it to one of the \(Z=4\) valleys on the other axes.

Define the local exponent \(p=d\ln\mu/d\ln T\). Consider the claim that adding f and g scattering changes \(p\) from \(-1.5\) to about \(-2.4\) near room temperature. Test this with the rough typical parameters below.

- Masses: \(m_l=0.916\,m_e\), \(m_t=0.190\,m_e\).
- Density \(\rho=2.329\) g/cm³, longitudinal sound speed \(u=9.04\) km/s, effective acoustic deformation potential \(\Xi=9.0\) eV.

| branch | \(\hbar\omega\) (meV) | \(D\) (10⁸ eV/cm) | \(Z\) |
|---|---|---|---|
| g1 | 12.0 | 0.5 | 1 |
| g2 | 18.5 | 0.8 | 1 |
| g3 | 61.2 | 11.0 | 1 |
| f1 | 19.0 | 0.3 | 4 |
| f2 | 47.4 | 2.0 | 4 |
| f3 | 59.0 | 2.0 | 4 |

Assume a weak field, nondegenerate electrons, equilibrium phonons and no strain. Take constant intervalley couplings, and treat acoustic scattering as elastic with classical phonon populations.

(a) Find the scattering rates. (b) Find the mobility. (c) Derive \(p\), evaluate it at 300 K and explain its value. (d) Find its low- and high-temperature limits. (e) Include band nonparabolicity \(\alpha=0.50\) eV⁻¹ and judge the claim.

## Hints

1. Count states inside an ellipsoid of constant energy, then use the golden rule.
2. If a rate depends on the initial and final energies alone, what does scattering into a state contribute when the disturbance of the distribution is odd in momentum?
3. Differentiate the mobility integral at fixed electron energy. The phonon occupations then carry all the temperature dependence of the rates.
4. Compare \(kT\) with \(\hbar\omega\) in both limits.
5. For part (e), repeat the state counting and the velocity calculation with \(E(1+\alpha E)=\sum_i\hbar^2k_i^2/(2m_i)\).

## Full solution

### (a) Scattering rates

With \(k_i\) measured from the valley minimum, \(E=\sum_i\hbar^2k_i^2/(2m_i)\). The ellipsoid of energy \(E\) has semiaxes \(\sqrt{2m_iE}/\hbar\). Dividing its volume by \((2\pi)^3\) gives the number of states per volume, valley and spin:

\[
n(E)=\frac{4\pi}{3}\frac{(2m_dE)^{3/2}}{8\pi^3\hbar^3},
\qquad m_d=(m_lm_t^2)^{1/3}.
\]

Its derivative is the density of states,

\[
g(E)=\frac{(2m_d)^{3/2}}{4\pi^2\hbar^3}\sqrt E,\qquad g(E<0)=0.
\]

Spin is conserved, so this one-spin density enters the rates.

A phonon in volume \(V\) has squared displacement amplitude \(\hbar/(2\rho V\omega)\), times \(N\) for absorption or \(N+1\) for emission. Acoustic strain brings a factor \(\Xi^2q^2\), and \(\omega=uq\). For \(kT\gg\hbar uq\), \(N\simeq N+1\simeq kT/(\hbar uq)\), so each process has

\[
|M|^2=\frac{\Xi^2q^2\hbar}{2\rho Vuq}\,\frac{kT}{\hbar uq}
=\frac{\Xi^2kT}{2\rho Vu^2}.
\]

The wavevector has cancelled. Adding absorption and emission and multiplying by \((2\pi/\hbar)Vg(E)\),

\[
\Gamma_{ac}=\frac{2\pi}{\hbar}\frac{\Xi^2kT}{\rho u^2}g(E).
\]

For intervalley branch \(j\), \(D_j^2\) replaces \(\Xi^2q^2\), and the prefactor is \((2\pi/\hbar)\,\hbar/(2\rho\omega_j)=\pi/(\rho\omega_j)\). Thus

\[
\Gamma_j=C_j\left[N_jg(E+\hbar\omega_j)+(N_j+1)g(E-\hbar\omega_j)\right],
\qquad C_j=\frac{\pi D_j^2Z_j}{\rho\omega_j}.
\]

The second term vanishes for \(E<\hbar\omega_j\), where the electron cannot pay for a phonon.

At 300 K, \(kT=25.85\) meV. For \(E=kT\), \(\Gamma_{ac}=1.676\) ps⁻¹. The six intervalley rates, in table order, add up to

\[
0.119+0.113+0.532+0.059+0.153+0.079=1.05\ \mathrm{ps}^{-1}.
\]

Branch g3 supplies half of this by absorption alone.

The elastic approximation can be judged at the same energy. For one initial direction of the wavevector, a sum over final states that keeps the true acoustic phonon energies and occupations gives about 0.99 of both the elastic total rate and the elastic momentum-loss rate.

### (b) Mobility

Let \(F\) be the field along \(x\) and \(f_1\) the change in the equilibrium distribution \(f_0\propto e^{-E/kT}\). The force on an electron is \(-eF\), so the linearized steady-state Boltzmann equation is

\[
-eFv_x\frac{\partial f_0}{\partial E}
=\sum_{k'}\left[W(k',k)f_1(k')-W(k,k')f_1(k)\right].
\]

The field term is odd about each valley minimum, and so is \(f_1\). In this model \(W(k',k)\) depends on the two energies but not on the directions. The contributions of \(k'\) and \(-k'\) to the first sum therefore cancel, including those arriving from other valleys by inelastic scattering. The second sum is \(-\Gamma f_1\). With \(\partial f_0/\partial E=-f_0/kT\),

\[
f_1=-\frac{eF\tau v_x}{kT}f_0,\qquad
\tau=\frac{1}{\Gamma},\qquad \Gamma=\Gamma_{ac}+\sum_j\Gamma_j .
\]

The current is \(-e\sum v_xf_1\). Dividing it by \(eF\) and the electron density gives \(\mu=e\langle v_x^2\tau\rangle_0/kT\), where the subscript denotes a thermal average.

On an energy surface the three terms \(m_iv_i^2/2\) have equal averages \(E/3\), so \(v_i^2\) averages to \(2E/(3m_i)\). For a field along a cubic axis, two valleys present \(m_l\) and four present \(m_t\). Their average inverse mass is

\[
\frac1{m_c}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right).
\]

The thermal average contains \(\sqrt E\) from the density of states, and integration by parts gives \(\int E^{3/2}e^{-E/kT}dE=\tfrac32kT\int E^{1/2}e^{-E/kT}dE\). Hence

\[
\mu=\frac{e}{m_c}\langle\tau\rangle,\qquad
\langle A\rangle=\frac{\int_0^\infty A\,E^{3/2}e^{-E/kT}dE}
{\int_0^\infty E^{3/2}e^{-E/kT}dE}.
\]

The masses are \(m_d=0.321\,m_e\) and \(m_c=0.258\,m_e\).

For acoustic scattering alone, inserting \(g\) gives

\[
\tau_{ac}=\frac{\pi\hbar^4\rho u^2}{\sqrt2\,m_d^{3/2}\Xi^2kT}E^{-1/2},
\qquad
\langle E^{-1/2}\rangle=\frac{\Gamma_E(2)}{\Gamma_E(5/2)}(kT)^{-1/2}
=\frac{4}{3\sqrt\pi}(kT)^{-1/2},
\]

where \(\Gamma_E\) is Euler's gamma function. Therefore

\[
\mu_{ac}=\frac{2\sqrt{2\pi}}{3}
\frac{e\hbar^4\rho u^2}{m_d^{3/2}m_c\Xi^2(kT)^{3/2}} .
\]

One factor \(T^{-1}\) comes from the phonon number and \(T^{-1/2}\) from the density of states at thermal energies.

Numerically, \(\langle\tau_{ac}\rangle=0.752/1.676=0.449\) ps and \(\mu_{ac}=3058\) cm²/Vs. Adding g processes lowers the mobility to 1856 cm²/Vs, and adding f processes then lowers it to 1608 cm²/Vs, with \(\langle\tau\rangle=0.236\) ps. A direct three-dimensional sum over the valleys agrees with the final mobility within 0.5%.

### (c) The exponent

The denominator of \(\langle\tau\rangle\) is proportional to \(T^{5/2}\). In the numerator, at fixed \(E\),

\[
\frac{\partial}{\partial\ln T}e^{-E/kT}=\frac{E}{kT}e^{-E/kT},
\qquad
\frac{\partial\tau}{\partial\ln T}=-\tau^2\frac{\partial\Gamma}{\partial\ln T}.
\]

It follows that

\[
p=\frac{\langle E\tau\rangle}{kT\langle\tau\rangle}-\frac52
-\frac{\langle\tau^2\,\partial\Gamma/\partial\ln T\rangle}{\langle\tau\rangle}.
\]

For the acoustic part, \(\partial\Gamma_{ac}/\partial\ln T=\Gamma_{ac}\). For the other branches set \(y=\hbar\omega/kT\) and \(N=1/(e^y-1)\). Since \(\partial y/\partial\ln T=-y\),

\[
\frac{\partial N}{\partial\ln T}=\frac{ye^y}{(e^y-1)^2}=yN(N+1).
\]

The derivative of \(N+1\) is the same, so

\[
\frac{\partial\Gamma_j}{\partial\ln T}
=C_jy_jN_j(N_j+1)\left[g(E+\hbar\omega_j)+g(E-\hbar\omega_j)\right].
\]

Acoustic scattering alone has \(\tau\propto E^{-1/2}\), for which the first term of \(p\) is \(\Gamma_E(3)/\Gamma_E(2)=2\). Then \(p=2-5/2-1=-3/2\), as before.

With all branches at 300 K the first term is 1.740, and the acoustic and intervalley derivatives contribute \(-0.554\) and \(-0.746\):

\[
p=(1.740-2.500)-0.554-0.746=-2.06 .
\]

Finite differences of the mobility reproduce this formula within 0.001 at 150, 300 and 400 K.

The change from \(-1.50\) is \(-0.56\), and it has two parts.

**Phonon population.** The acoustic term is minus the acoustic share of the total rate, averaged with weight \(\tau\). The intervalley share is thus \(1-0.554=0.446\). Had all rates grown linearly with \(T\), this share would have contributed \(-0.446\); it contributes \(-0.746\), which is \(-0.300\) more. The source is absorption, whose logarithmic growth rate at fixed energy is \(y(N+1)\). For g3, \(y=61.2/25.85=2.37\) and \(N=0.103\), so absorption grows locally as \(T^{2.6}\). Emission has growth rate \(yN\), only 0.24.

**Energy weighting.** The mean of \(E/kT\), weighted by \(\tau\), falls from 2.000 to 1.740, which contributes \(-0.260\). Emission shortens \(\tau\) above the thresholds and moves the weight to lower energies. Absorption acts the other way, because \(\sqrt{E+\hbar\omega}/\sqrt E\) falls with energy. The computed decrease shows that emission wins here.

### (d) The two limits

For \(kT\ll\hbar\omega_j\), absorption is suppressed by \(N_j\simeq e^{-\hbar\omega_j/kT}\). Emission needs electrons with \(E>\hbar\omega_j\), which are exponentially rare. Acoustic scattering remains, and \(p\to-3/2\) as long as the acoustic phonons are still classical and impurities are absent. The model, which assumes both, gives \(-1.501\) at 15 K. This is a formal value, since the acoustic phonons involved then have energies comparable to \(kT\).

For \(kT\gg\hbar\omega_j\), \(N_j\simeq N_j+1\simeq kT/(\hbar\omega_j)\) and \(g(E\pm\hbar\omega_j)\simeq g(E)\) at typical energies. Every rate is then proportional to \(T\sqrt E\), and again \(p\to-3/2\). This is a formal limit of the parabolic model: the exponent approaches it gradually and has not quite reached it when silicon melts.

The steepening is therefore a crossover and not a new power law. Between 100 and 1000 K the steepest parabolic exponent is \(-2.09\), near 240 K.

### (e) Nonparabolic bands and the verdict

Set \(\gamma=E(1+\alpha E)\). The number of states is now proportional to \(\gamma^{3/2}\), so \(g\propto\sqrt\gamma\,(1+2\alpha E)\). Differentiating the dispersion gives \(v_i=\hbar k_i/[m_i(1+2\alpha E)]\), whose square averages to \(2\gamma/[3m_i(1+2\alpha E)^2]\). Hence

\[
\mu=\frac{e}{m_c}
\frac{\int\tau\,\gamma^{3/2}(1+2\alpha E)^{-1}e^{-E/kT}dE}
{\tfrac32kT\int\gamma^{1/2}(1+2\alpha E)e^{-E/kT}dE}.
\]

The rates use the new \(g\); the change of the Bloch overlap with energy is neglected. In the exponent formula, \(5/2\) becomes \(1+\bar E/kT\), where \(\bar E\) is the mean thermal energy, and the other averages use the new numerator weight.

At 300 K this gives \(\mu=1422\) cm²/Vs and \(p=-2.17\). The exponent is \(-1.67\) at 77 K, \(-2.18\) at 250 K and \(-2.10\) at 400 K. The claim is half right: intervalley scattering steepens the exponent well beyond \(-1.5\), but this parameter set stops near \(-2.2\).

### Comparison with real silicon

Lightly doped silicon at room temperature has a measured electron mobility of roughly 1400 cm²/Vs and an exponent of roughly \(-2.4\). The nonparabolic model matches the first but not the second, so agreement at one temperature does not establish the balance of mechanisms.

One simplification is the single acoustic potential. For a valley along \(z\), strain shifts the energy by \(\Xi_d\,\mathrm{tr}\,\varepsilon+\Xi_u\varepsilon_{zz}\). A phonon at angle \(\theta\) to \(z\) then couples as \(\Xi_d+\Xi_u\cos^2\theta\) if longitudinal and as \(\Xi_u\sin\theta\cos\theta\) if transverse. I take rough values of 1.1 and 10.5 eV, a transverse speed of 5.4 km/s, and one approximate relaxation time per valley axis, found by weighting each collision with the squared momentum change along that axis. The acoustic rate is multiplied by 1.65 along the long axis and 1.07 along the short ones. The parabolic mobility falls from 1608 to 1514 cm²/Vs and the exponent moves to \(-2.03\), away from the measured value.

Strong fields in a device can also break the weak-field assumption. Per collision, an electron gains about \(mv_{drift}^2\) from the field. At the lattice temperature, electrons lose no net energy to the phonons on average. Once they are noticeably hotter, emission exceeds absorption by a fraction of order \(\hbar uq/kT\), and each phonon carries \(\hbar uq\). With \(\hbar^2q^2\sim mkT\), the net loss per acoustic collision is of order \((\hbar uq)^2/kT\sim mu^2\). With acoustic scattering alone, heating would therefore become noticeable roughly when the drift speed reaches \(u\). In the full parabolic model the drift speed reaches \(u\) at about 560 V/cm, but intervalley emission removes much more energy than acoustic phonons do, so noticeable heating needs a field several times higher. A transistor channel with 1 V across 1 µm has a field of 10⁴ V/cm, where the low-field mobility no longer fixes the current.

## Variation 1: what would give −2.4?

**Question.** Keep the nonparabolic band and the 300 K mobility. By what factors must the acoustic and intervalley strengths change to give \(p=-2.4\) at 300 K?

**Solution.** Multiply all rates by \(s\). Then \(\tau\to\tau/s\) and \(\mu\to\mu/s\), while every ratio in the exponent formula is unchanged. So \(p\) depends on the relative strengths, and \(s\) can restore the mobility afterwards.

Without acoustic scattering \(p=-2.87\), so \(-2.4\) lies within reach. Scaling all six intervalley strengths together, the acoustic-to-intervalley ratio must fall to 0.462 of its original value. Keeping 1422 cm²/Vs then requires \(s=1.425\): intervalley strengths rise by 1.425 and the acoustic strength is multiplied by \(0.462\times1.425\simeq0.66\).

Rates contain squared potentials, so the potentials change by \(\sqrt{1.425}=1.19\) and \(\sqrt{0.66}=0.81\). Changes of about 20% in opposite directions are enough. This is one solution among many, since the six branches could be scaled separately.

## Variation 2: the effect of donors

**Question.** Add \(n=10^{15}\) cm⁻³ ionized donors to the parabolic model, with relative permittivity 11.7. Does the exponent become steeper?

**Solution.** Nondegenerate electrons respond to a weak potential \(\phi\) with \(\delta n=ne\phi/kT\). Poisson's equation then gives the screening wavevector \(\beta^2=ne^2/(\epsilon kT)\) and the matrix element \(e^2/[\epsilon V(Q^2+\beta^2)]\). Use the isotropic mass \(m_d\), so that \(Q^2=2k^2(1-\cos\theta)\), and weight each collision by its momentum loss \(1-\cos\theta\). With \(t=Q^2\) the angular integral is

\[
\int_{-1}^{1}\frac{(1-c)\,dc}{(Q^2+\beta^2)^2}
=\frac1{4k^4}\int_0^{4k^2}\frac{t\,dt}{(t+\beta^2)^2}
=\frac{L}{4k^4},\qquad
L=\ln(1+b)-\frac{b}{1+b},
\]

with \(b=4k^2/\beta^2\). Averaging over angle brings a factor \(1/2\), so

\[
\Gamma_{imp}=\frac{\pi}{\hbar}\,n\left(\frac{e^2}{\epsilon}\right)^2g(E)\frac{L}{4k^4}.
\]

For \(b\gg1\), which holds for thermal electrons here, this rate falls with energy nearly as \(E^{-3/2}\). It therefore shifts the transport weight to higher energies. At fixed energy it grows with \(T\) only through \(L\), with logarithmic slope about \(1/(\ln b-1)\), much weaker than the phonon rates. Both effects make \(p\) less steep.

The mobility falls from 1608 to 1567 cm²/Vs, and the exponent goes from \(-2.06\) to \(-1.99\). Degeneracy is negligible at this doping: the electron density is \(3.7\times10^{-5}\) of the effective density of states. The numerical output below lists the values behind both variations.

## Computed values

```
masses m_l, m_t, m_d, m_c (m_e): 0.916, 0.190, 0.3210, 0.2582
density 2.329 g/cm3; LA, TA speeds 9.04, 5.40 km/s
acoustic potential 9.0 eV; Kane alpha 0.50 1/eV
temperature 300 K; kT 25.85 meV
acoustic rate at E=kT: 1.676 1/ps
g1: energy 12.0 meV, D 0.5e8 eV/cm, Z 1, N 1.6929, rate at kT 0.1186 1/ps
g2: energy 18.5 meV, D 0.8e8 eV/cm, Z 1, N 0.9565, rate at kT 0.1125 1/ps
g3: energy 61.2 meV, D 11.0e8 eV/cm, Z 1, N 0.1034, rate at kT 0.5316 1/ps
f1: energy 19.0 meV, D 0.3e8 eV/cm, Z 4, N 0.9213, rate at kT 0.0591 1/ps
f2: energy 47.4 meV, D 2.0e8 eV/cm, Z 4, N 0.1903, rate at kT 0.1532 1/ps
f3: energy 59.0 meV, D 2.0e8 eV/cm, Z 4, N 0.1137, rate at kT 0.0791 1/ps
acoustic only: mobility 3058 cm2/Vs, exponent -1.500
acoustic + g: mobility 1856 cm2/Vs, exponent -1.978
acoustic + g + f: mobility 1608 cm2/Vs, exponent -2.060
all, Kane band: mobility 1422 cm2/Vs, exponent -2.168
mean transport time, parabolic: 0.2361 ps
tau-weighted mean E/kT: acoustic 2.000, all 1.740
exponent parts (energy weight, acoustic, intervalley): -0.760, -0.554, -0.746
T 77 K: parabolic 21631 cm2/Vs, exponent -1.635; Kane 20956 cm2/Vs, exponent -1.667
T 150 K: parabolic 6669 cm2/Vs, exponent -1.942; Kane 6257 cm2/Vs, exponent -2.009
T 200 K: parabolic 3739 cm2/Vs, exponent -2.067; Kane 3433 cm2/Vs, exponent -2.148
T 250 K: parabolic 2348 cm2/Vs, exponent -2.089; Kane 2115 cm2/Vs, exponent -2.183
T 300 K: parabolic 1608 cm2/Vs, exponent -2.060; Kane 1422 cm2/Vs, exponent -2.168
T 350 K: parabolic 1175 cm2/Vs, exponent -2.012; Kane 1020 cm2/Vs, exponent -2.136
T 400 K: parabolic 901 cm2/Vs, exponent -1.960; Kane 769 cm2/Vs, exponent -2.101
exponent at 15 K: -1.501; formal limit at 1e5 K: -1.500
steepest parabolic exponent, 100-1000 K: -2.090 at 240 K
Kane exponent at 300 K without acoustic scattering: -2.870
acoustic/intervalley strength ratio for exponent -2.4: 0.462 of standard
at fixed 300 K mobility: acoustic strength x 0.659, intervalley x 1.425
same change in potentials: acoustic x 0.811, intervalley x 1.194
inelastic/elastic acoustic rate at kT: total 0.989, momentum 0.986
anisotropic potentials Xi_d, Xi_u: 1.1, 10.5 eV
anisotropic acoustic rate factors, long and short axes: 1.647, 1.070
with anisotropic LA+TA: mobility 1514 cm2/Vs, exponent -2.030
doping 1.0e+15 cm-3, relative permittivity 11.7: mobility 1567 cm2/Vs, exponent -1.992
degeneracy measure n/N_c: 3.65e-05; N_c 2.74e+19 cm-3
field where drift speed equals LA speed: 562 V/cm
```
